# Free-end distribution of a strongly stretched planar molten brush

Take a layer of equal polymer chains, each with $N$ segments, attached by one end to the plane $z=0$ and filling the space up to $z=h$ at uniform density. The simplest arrangement stretches every chain evenly from $0$ to $h$. Each chain then puts equal numbers of segments into equal intervals of height, so the density is uniform, and all free ends lie at $h$. For a Gaussian chain with statistical segment length $b$, a piece of $m$ segments stretched evenly over a distance $d$ has elastic energy $3d^2/(2mb^2)$. All energies here are in units of $kT$. The cost per chain is therefore

$$
E_{\rm even}=\frac{3h^2}{2Nb^2}=\frac32\beta,\qquad \beta=\frac{h^2}{Nb^2}.
$$

Now let one fifth of the chains end at $h/2$, stretched evenly. The others still reach $h$, but put $3N/8$ segments into the lower half and $5N/8$ into the upper half, stretched evenly within each half. The lower half receives $\frac15+\frac45\cdot\frac38=\frac12$ of all segments and the upper half $\frac45\cdot\frac58=\frac12$, so the density is still uniform. A short chain costs $\frac32(\frac12)^2\beta=\frac38\beta$. A long one costs

$$
\frac32\beta\left[\frac{(1/2)^2}{3/8}+\frac{(1/2)^2}{5/8}\right]
=\frac32\beta\left[\frac23+\frac25\right]=\frac85\beta .
$$

The average is $\frac15\cdot\frac38\beta+\frac45\cdot\frac85\beta=1.355\,\beta$, below $1.5\,\beta$. Two things follow. Uniform density alone does not determine where the ends are, since both arrangements have it. And the elastic energy prefers ends spread over the height. The well-posed question is which arrangement has the least elastic energy among all those of uniform density. Its answer is the normalized end density

$$
g(z)=\frac{z}{h\sqrt{h^2-z^2}},\qquad 0<z<h. \tag{1}
$$

The assumptions are these. The melt is incompressible and free of solvent, each segment occupies volume $v$, and there are $\sigma$ chains per unit area. Conservation of volume gives $h=\sigma Nv$. The chains are equal in length and Gaussian, and the grafting plane is sharp. Segments are counted from the free end, so that a path $z(n)$ has $z(0)=z_0$, the height of the free end, and $z(N)=0$. Its elastic energy is

$$
E[z]=\frac{3}{2b^2}\int_0^N\left(\frac{dz}{dn}\right)^2dn
=\frac{3\beta}{2}\int_0^1\left(\frac{dx}{ds}\right)^2ds, \tag{2}
$$

with $x=z/h$ and $s=n/N$. The second form shows what strong stretching means. Energy differences between paths of different shape grow in proportion to $\beta$, whereas the entropy of distributing the ends over a given smooth profile does not. As $\beta\to\infty$, minimizing the elastic energy alone gives the leading behaviour. Sideways motion is independent of $z$ for Gaussian chains and adds only a constant.

Let $\langle\ldots\rangle$ denote an average over the chains. Uniform filling means that the number of segments per unit volume is $1/v$ at every height:

$$
\sigma\left\langle\int_0^N\delta\big(z-z(n)\big)\,dn\right\rangle=\frac1v,\qquad 0<z<h .
$$

Multiply by a function $f(z)$, integrate over $z$, and use $1/(\sigma v)=N/h$:

$$
\left\langle\int_0^N f\big(z(n)\big)\,dn\right\rangle=\frac Nh\int_0^h f(z)\,dz. \tag{3}
$$

For $f=z^2$ the right side is $Nh^2/3$. This number is the same for every admissible arrangement.

The choice $f=z^2$ has a mechanical origin. A uniform density can be enforced by a field $U(z)$ acting on each segment, as a Lagrange multiplier. Varying $E+\int U\,dn$ and integrating by parts gives

$$
\frac{3}{b^2}\frac{d^2z}{dn^2}=\frac{dU}{dz},\qquad \left.\frac{dz}{dn}\right|_{n=0}=0.
$$

The second condition comes from the boundary term: the free end may move, so it carries no tension. Read $n$ as time, and each chain is a particle released at rest from $z_0$ that must reach the plane at time $N$, whatever $z_0$ is. A harmonic oscillator does this, because its quarter period is independent of amplitude. With $k=\pi/(2N)$,

$$
U(z)=-\frac{3k^2}{2b^2}z^2=-\frac{3\pi^2}{8N^2b^2}z^2,\qquad z(n)=z_0\cos kn. \tag{4}
$$

The field is highest at the plane and pushes segments outward. So far (4) is a candidate. The following argument proves that it gives the minimum, without assuming where ends lie.

Take any path of finite elastic energy with $z(N)=0$, and expand a square:

$$
\left(z'+kz\tan kn\right)^2=z'^2+2kzz'\tan kn+k^2z^2\tan^2kn .
$$

The product rule gives $(kz^2\tan kn)'=2kzz'\tan kn+k^2z^2\sec^2kn$. Replacing the middle term and using $\tan^2-\sec^2=-1$,

$$
\left(z'+kz\tan kn\right)^2=z'^2-k^2z^2+\left(kz^2\tan kn\right)'.
$$

Integrate from $0$ to $N$. The boundary term vanishes at $n=0$ because the tangent does. Near $n=N$ the tangent grows as $1/[k(N-n)]$, but the Cauchy–Schwarz inequality gives

$$
z(n)^2=\left(\int_n^N z'\,dm\right)^2\le (N-n)\int_n^N z'^2\,dm ,
$$

and the last integral tends to zero as $n\to N$. The boundary term therefore vanishes there too, and

$$
\int_0^N z'^2dn-k^2\int_0^N z^2dn=\int_0^N\left(z'+kz\tan kn\right)^2dn\ge0. \tag{5}
$$

Equality requires $z'=-kz\tan kn$, which says that $(z/\cos kn)'=0$, hence $z=z_0\cos kn$. Multiply (5) by $3/(2b^2)$, average over the chains, and insert $\langle\int z^2dn\rangle=Nh^2/3$:

$$
\langle E\rangle\ge\frac{3}{2b^2}\,\frac{\pi^2}{4N^2}\,\frac{Nh^2}{3}
=\frac{\pi^2h^2}{8Nb^2}=\frac{\pi^2}{8}\beta. \tag{6}
$$

The bound is $1.2337\,\beta$, below both arrangements of the opening. It is reached if and only if every chain, apart from a set of zero weight, is a quarter cosine. What remains is to find end heights for which quarter cosines fill the layer uniformly.

A chain ending at $z_0$ visits heights below $z_0$ only. There $|dz/dn|=kz_0\sin kn=k\sqrt{z_0^2-z^2}$, so the number of its segments per unit height is

$$
\left|\frac{dn}{dz}\right|=\frac{2N}{\pi}\frac{1}{\sqrt{z_0^2-z^2}} .
$$

It is largest near the free end, where the chain is slack. The volume fraction at $z$ is $\sigma v$ times the sum over chains that reach $z$, and it must equal one. With $\sigma v=h/N$,

$$
\frac hN\,\frac{2N}{\pi}\int_z^h\frac{g(z_0)\,dz_0}{\sqrt{z_0^2-z^2}}=1
\quad\Longrightarrow\quad
\int_z^h\frac{g(z_0)\,dz_0}{\sqrt{z_0^2-z^2}}=\frac{\pi}{2h}. \tag{7}
$$

This is an Abel equation. Multiply it by $z/\sqrt{z^2-s^2}$, where $s$ is now a height, and integrate over $z$ from $s$ to $h$. The integrand is nonnegative, so the order of integration may be exchanged; for fixed $z_0$, $z$ runs from $s$ to $z_0$:

$$
\int_s^h g(z_0)\left[\int_s^{z_0}\frac{z\,dz}{\sqrt{(z^2-s^2)(z_0^2-z^2)}}\right]dz_0
=\frac{\pi}{2h}\int_s^h\frac{z\,dz}{\sqrt{z^2-s^2}} .
$$

In the bracket put $z^2=s^2+(z_0^2-s^2)\sin^2\theta$. Then $z\,dz=(z_0^2-s^2)\sin\theta\cos\theta\,d\theta$, and the square root equals $(z_0^2-s^2)\sin\theta\cos\theta$. The bracket is $\int_0^{\pi/2}d\theta=\pi/2$, whatever the limits. The integral on the right is $\sqrt{h^2-s^2}$. Therefore

$$
G(s)\equiv\int_s^h g(z_0)\,dz_0=\frac{\sqrt{h^2-s^2}}{h}. \tag{8}
$$

Since $g=-dG/ds$, differentiation gives (1). Setting $s=0$ gives $G=1$, so the normalization comes out by itself, as it must when $h=\sigma Nv$. Conversely, inserting (1) into the left side of (7) gives $1/h$ times the bracket integral with limits $z$ and $h$, which is $\pi/(2h)$. The distribution is nonnegative and fills the layer, so the bound (6) is attained, and by this distribution alone.

Near the plane $g\simeq z/h^2$: few chains end there. At the outer edge $g$ diverges as an inverse square root, which is integrable. The fraction of ends in the upper half is $G(h/2)=\sqrt3/2$, and integration by parts gives the mean end height,

$$
\langle z_0\rangle=\int_0^h G(s)\,ds=\frac1h\,\frac{\pi h^2}{4}=\frac{\pi}{4}h .
$$

The edge divergence comes from the sudden end of the density. Suppose quarter cosines fill a general profile $\phi(z)$. The right side of (7) is then multiplied by $\phi(z)$, with $\pi/(2h)$ replaced by $\pi/(2\sigma vN)$, and the same inversion gives

$$
G(s)=\frac{1}{\sigma vN}\int_s^h\frac{z\,\phi(z)\,dz}{\sqrt{z^2-s^2}} .
$$

For $\phi=\phi_0(1-z^2/h^2)$, as in a brush swollen by solvent when the field is proportional to density, put $y^2=z^2-s^2$ and $Y^2=h^2-s^2$. The integral is $(\phi_0/h^2)\int_0^Y(Y^2-y^2)\,dy=2\phi_0Y^3/(3h^2)$. Normalization at $s=0$ leaves $G=(1-s^2/h^2)^{3/2}$ and $g=3s\sqrt{h^2-s^2}/h^3$, which vanishes at the edge.

The same formula shows why outward curvature matters. On the outside of a cylinder of radius $R$ the area available at height $z$ grows as $1+z/R$, and uniform filling requires this factor in place of $\phi$. The added integral is

$$
\int_s^h\frac{z^2dz}{\sqrt{z^2-s^2}}=\frac12\left[h\sqrt{h^2-s^2}+s^2\,{\rm arcosh}\frac hs\right].
$$

Its derivative with respect to $s$ is $-sh/\sqrt{h^2-s^2}+s\,{\rm arcosh}(h/s)$, so

$$
g(s)\propto s\left[\frac{1+h/R}{\sqrt{h^2-s^2}}-\frac1R\,{\rm arcosh}\frac hs\right].
$$

As $s\to0$ the inverse hyperbolic cosine grows without limit and $g$ turns negative. The growth is only logarithmic, so the range where this expression is negative shrinks exponentially with $R/h$: it reaches up to about $0.25h$ for $R=h$, $0.04h$ for $R=3h$ and $3\times10^{-5}h$ for $R=10h$. Quarter cosines cannot then fill the layer, and the solution must have another form. On a plane this obstruction is absent. It is also absent on the inside of a cylinder with $h<R$: there $R$ is replaced by $-R$, and both terms in the bracket are positive.

For a real setting, consider a lamellar film of polystyrene-block-poly(methyl methacrylate), a material used in directed self-assembly. Rough typical values are a pitch of 28 nm, $N=250$ segments in the polystyrene block, $b=0.67$ nm, $v=0.17$ nm³ and annealing near 500 K. One pitch holds two domains, and each domain holds two opposing brushes, so $h=28/4=7$ nm. Then

$$
\sigma=\frac{7}{250\times0.17}=0.165\ {\rm nm^{-2}},\qquad
\beta=\frac{7^2}{250\times0.67^2}=0.437 .
$$

The limiting law gives an elastic energy of $1.2337\times0.437=0.54\,kT$ per block, or 23 meV, and a mean end height of $\pi\times7/4=5.5$ nm. It places 87% of the ends in the upper half of the brush and 52% within 1 nm of the middle of the domain.

But $\beta$ is below one, so this lamella is not strongly stretched. The neglected end entropy shows the trouble. Relative to ends spread evenly over the height, the distribution (1) costs $\int g\ln(hg)\,dz$ per chain. With $y=\sqrt{1-z^2/h^2}$, which by (8) is uniformly distributed between 0 and 1, $hg=\sqrt{1-y^2}/y$ and

$$
\int_0^1\left[\tfrac12\ln(1-y^2)-\ln y\right]dy=\tfrac12(2\ln2-2)+1=\ln2 .
$$

That is about $0.69\,kT$, more than the whole elastic energy of the block. The ends cannot be expected to follow (1) closely.

A mean-field calculation with fluctuating chains measures the difference. The chains are random walks on layers parallel to the plane, started in the first layer, and the field is adjusted until the density is uniform. The number of steps is a numerical subdivision of the chain, chosen to reproduce $\beta$. A reflecting wall at $h$ stands for the opposing brush: a chain that crosses the middle of the domain is replaced by its mirror image, which preserves the total density. End heights in this calculation are therefore distances to the nearer of the two grafting planes. At $\beta=0.437$ their mean is 4.0 nm, 27% below the 5.5 nm of the limiting law. This does not mean that the chains reach less far: an end that has crossed the middle is farther from its own plane than from the nearer one. The upper half holds 61% of the ends, nearer to the 50% of an even spread than to 87%.

The approach to the limit can be followed through the absolute difference between the calculated and limiting cumulative end distributions, averaged over the height. Summed over the layers of the calculation it is 0.214 at $\beta=0.437$, 0.064 at $\beta=4$ and 0.022 at $\beta=16$. The layer sum slightly underestimates the average because of the square-root edge of the limiting curve; the converged values are 0.216, 0.065 and 0.023. The calculated curve lies above the limiting one at every height, so the average equals the gap in mean end height divided by $h$: for the example, $(5.50-3.99)/7=0.216$. The calculation tests that it falls along this sequence. At $\beta=16$ the field drop between about $0.2h$ and $0.8h$ is 1.07 times that of the parabola (4), so a correction of some 7% remains there. A separate test divides the layer into 400 bins and solves the filling condition for the end populations without using (1). The cumulative distribution agrees with the limiting one to within 0.008. The values from the layer calculation are collected in the numerical output.

The remaining assumptions can be sized for the same lamella. Real blocks differ in length. A mixture of two equally common lengths, 22.4% above and below the mean, has dispersity 1.05. At fixed $h$ and mean $N$ it moves the fluctuating-chain mean end height by only about 0.03 nm, or $0.005h$. The shift is this small only at such weak stretching: at $\beta=4$ the same mixture lowers the mean end height by about $0.06h$. The junctions are not on a sharp plane either: with a rough interface width of 5 nm, half the width is 36% of $h$. The limiting law puts 6.6% of the ends in that zone, but the effect of a diffuse interface on the end distribution has not been calculated, and the fluctuating-chain result shares the sharp plane. For this lamella, then, (1) is a reference limit and should not be used as a quantitative map of chain ends.

Gaussian elasticity sets a limit from the other side. In the limiting law the steepest stretch is at the plane, for chains that end at $h$:

$$
\left|\frac{dz}{dn}\right|_{\max}=kh=\frac{\pi h}{2N}=0.044\ {\rm nm},
$$

which is 18% of a rough contour length $\ell=0.25$ nm per segment. Since $h=b\sqrt{\beta N}$, the ratio to the contour length is $\pi b\sqrt{\beta}/(2\ell\sqrt N)$. Raising $\beta$ to 16 at the same $N$, by denser grafting, would multiply it by $\sqrt{16/0.437}\approx6$ and bring it to about one, where a real chain would be taut and no longer Gaussian. The law therefore needs both $\beta\gg1$ and

$$
N\gg\left(\frac{\pi b}{2\ell}\right)^2\beta\approx18\,\beta
$$

for these segment values: the chains must be stretched far beyond their natural size and still be far from taut. Since $h=\sigma Nv$, the ratio to the contour length equals $\pi\sigma v/(2\ell)$, whatever $N$ is, while $\beta=\sigma^2v^2N/b^2$ grows with $N$. Both conditions can therefore be met by very long chains at a moderate grafting density; denser grafting alone raises $\beta$ but also brings the chains closer to taut. This applies to chains grafted at a chosen density. In a block copolymer lamella $\sigma$ is not free: it is set by the balance between interfacial energy and chain stretching, and it changes with $N$.

## Table of computed values

```
Lamellar pitch (rough input): 28.0 nm
Brush height h: 7.00 nm
Segments per block N (rough input): 250
Statistical segment length b (rough input): 0.67 nm
Segment volume v (rough input): 0.17 nm^3
Annealing temperature (rough input): 500 K
Grafting density: 0.1647 chains/nm^2
Stretching parameter beta: 0.4366 (no unit)
Lowest path eigenvalue, numerical: 2.46124 (no unit)
Lowest path eigenvalue, formula: 2.46740 (no unit)
Largest density error, explicit paths: 0.00108 (no unit)
Largest cumulative error, inversion: 0.00782 (no unit)
Energy/(beta kT), quarter cosines: 1.23370 (no unit)
Energy/(beta kT), even stretching: 1.50000 (no unit)
Limiting-law elastic energy per block: 0.5387 kT
Same elastic energy: 23.21 meV
Mean end height, limiting law: 5.498 nm
Mean end height, fluctuating chains: 3.988 nm
Mean end height, two lengths: 3.955 nm
Grid change of mean end height: 0.0001 nm
Ends in upper half, limiting law: 86.60 %
Ends in upper half, fluctuating: 60.74 %
Ends in upper half, two lengths: 59.99 %
Ends in last 1 nm, limiting law: 51.51 %
Largest density error, fluctuating: 1.7e-08 (no unit)
Mean cumulative difference at beta=0.437: 0.21388
Mean cumulative difference at beta=4.000: 0.06430
Mean cumulative difference at beta=16.000: 0.02209
Field drop/parabola drop at beta=16: 1.0657 (no unit)
Dispersity (rough input): 1.05 (no unit)
Relative length spread: 22.4 %
Interface width (rough input): 5.0 nm
Half interface width / h: 35.7 %
Limiting-law ends in that zone: 6.60 %
Contour per segment (rough input): 0.25 nm
Largest local extension per segment: 0.0440 nm
Largest extension / contour: 17.6 %
```
